# Flexural Gruneisen parameter and negative thermal expansion of a flat membrane

## The situation

A sheet one or a few atoms thick spans a frame and is heated. The frame expands, while the sheet may try to shrink, so the sheet is put under tension. The designer needs the sign and size of the sheet's own thermal expansion. In a thin sheet both can be set by the flexural waves, whose frequencies respond strongly to stretching. The response is measured by the Gruneisen parameter

\[
\gamma_q=-\frac{d\ln\omega_q}{d\ln A},
\]

where \(A\) is the area of the material and \(\omega_q\) the frequency of the wave with wavevector \(q\). For an unstrained sheet and long waves, \(\gamma_q=-B/(2Dq^2)\), with \(D\) the bending stiffness and \(B\) the area modulus.

## Frequency of a flexural wave

The sheet is flat, isotropic and periodic, with height \(h(\mathbf r)\), mass per area \(\rho\) and Lamé constants \(\lambda,\mu\). An isotropic stretch of fractional area \(\eta\) has strain \((\eta/2)\delta_{ij}\) and stress

\[
\lambda\eta\,\delta_{ij}+2\mu\frac{\eta}{2}\delta_{ij}=B\eta\,\delta_{ij},\qquad B=\lambda+\mu .
\]

The tension is thus \(s=B\eta\), positive when the sheet is pulled.

A height field adds the in-plane strain \(\tfrac12\partial_ih\,\partial_jh\). Its product with the stress \(s\delta_{ij}\) is \(\tfrac12 s|\nabla h|^2\). With the bending energy, the energy to second order in \(h\) is

\[
E=\int d^2r\left[\tfrac12D(\nabla^2h)^2+\tfrac12 s|\nabla h|^2\right].
\]

The equation of motion is \(\rho\ddot h=-D\nabla^4h+s\nabla^2h\). A plane wave gives

\[
\rho\,\omega_q^2=Dq^4+sq^2 .
\]

At zero tension the restoring force is of order \(q^4\), so a small tension changes a long wave greatly.

## The Gruneisen parameter

When the sheet is stretched, a mode keeps its number of wavelengths, so \(q^2\propto1/A\). Its mass \(M\) is fixed, so \(\rho=M/A\). Let \(p=d\ln D/d\ln A\). Then

\[
\ln\omega_q^2=\ln A+\ln(Dq^4+sq^2)-\ln M,
\]
\[
\frac{d(Dq^4)}{d\ln A}=(p-2)Dq^4,\qquad
\frac{d(sq^2)}{d\ln A}=(B-s)q^2 .
\]

Therefore

\[
\gamma_q=-\frac12\left[1+\frac{(p-2)Dq^2+B-s}{Dq^2+s}\right]
=-\frac{B-(1-p)Dq^2}{2(Dq^2+s)} .
\]

At zero tension,

\[
\gamma_q=-\frac{B}{2Dq^2}+\frac{1-p}{2}.
\]

The first term is the required result. It dominates when \(q^2\ll B/D\), if \(p\) is of order one. Under tension its growth at long wavelength stops at \(-B/(2s)\).

This was tested on a triangular lattice of springs with a bending energy, in units where the bond length and \(D\) are one. A wave 60 rows long, \(q=4\pi/(60\sqrt3)\), was frozen in, its frequency was found from the energy using full bond lengths, and the lattice was stretched slightly.

- For spring constant 10 and \(p=0\), the lattice gives \(\gamma=-295.92\), against \(-296.15\) from the leading term.
- For spring constant 0.05 the leading term is \(-1.4807\). The lattice gives \(-0.9821\), \(-1.4821\) and \(-2.4821\) for \(p=0,1,3\), as the remainder \((1-p)/2\) requires.
- For spring constant 10 and a prior area stretch of 0.002 (in \(\ln A\)), the lattice gives \(-135.42\), against \(-135.60\) from \(-B/[2(Dq^2+s)]\).

The lattice spacing explains the remaining 0.0014 in the soft case. With \(\theta=2\pi/60\), the spring term carries a factor \(1-\theta^2/12\) and the bending term its square, so their ratio rises by \(\theta^2/12=0.0009\) of itself.

## From frequencies to thermal expansion

Let \(e\) be the fractional change of the projected area, the area enclosed by the frame. The material is stretched by \(\eta=e+K\), where

\[
K=\frac1{2A}\int d^2r\,|\nabla h|^2
\]

is the fraction of area hidden in ripples. From here on, \(A\), \(q\) and \(\rho\) refer to the unstretched sheet and \(D\) is held constant, which drops the order-one part of \(\gamma\). Uniform shear and unequal stretching of the two sides average to zero by symmetry, and their fluctuations are neglected. Non-uniform in-plane strain is left for a later section. At applied tension \(s\), the energy including the work of the load is

\[
W=E_{\rm bend}+A\left[\tfrac12B(e+K)^2-se\right]
=E_{\rm bend}+AsK+A\left[\tfrac12B\eta^2-s\eta\right].
\]

In a classical average, \(e\) can be replaced by \(\eta\) as integration variable at fixed \(h\). The stretch \(\eta\) then separates from the ripples and has mean \(s/B\), while the ripples feel the applied tension \(s\). Hence

\[
\langle e\rangle=\frac sB-\langle K\rangle .
\]

A direct Boltzmann integral over \(e\) and one ripple amplitude, with \(A=D=q=1\), \(B=4\), \(kT=0.3\) and \(s=0.5\), gives 0.025000. The formula gives \(0.5/4-0.3/(2\times1.5)=0.025\).

For quantum ripples the change of variable is not exact, because \(K\) does not commute with the kinetic energy. The tension \(B(e+K)\) felt by a ripple is then replaced by its mean, \(s\), which is a mean-field step.

The tension must not be taken as \(Be\) alone. At zero load \(e\) is negative because of hidden area, and \(Be\) would predict a compression, and possibly a buckling, that is not there.

With \(k\) the Boltzmann constant, the free energy per area at fixed tension is

\[
\frac GA=-\frac{s^2}{2B}+\frac{kT}{A}\sum_{\mathbf q}\ln\left[2\sinh\frac{\hbar\omega_q}{2kT}\right].
\]

The derivative of each oscillator term with respect to \(\ln\omega_q\) is the mean energy \(E_q=\tfrac12\hbar\omega_q\coth(\hbar\omega_q/2kT)\). Since \(e=-\partial(G/A)/\partial s\),

\[
e=\frac sB-\frac1A\sum_{\mathbf q}E_q\frac{\partial\ln\omega_q}{\partial s},\qquad
\frac{\partial\ln\omega_q}{\partial s}=\frac1{2(Dq^2+s)} .
\]

Let \(c_q=\partial E_q/\partial T\) be the heat capacity of a mode. At zero tension \(\partial\ln\omega_q/\partial s=-\gamma_q/B\) with the leading \(\gamma_q\), so the areal expansion coefficient is

\[
\alpha_A=\left(\frac{\partial e}{\partial T}\right)_{s=0}
=\frac1{AB}\sum_{\mathbf q}\gamma_qc_q
=-\frac1{2DA}\sum_{\mathbf q}\frac{c_q}{q^2}<0 .
\]

The linear coefficient is \(\alpha_A/2\). The modulus cancels: a stiffer sheet gains more tension per unit stretch, but it also resists the resulting thermal stress more strongly.

## Why the contribution is negative

Write \(h=\sum_{\mathbf q}h_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}\). Half of an oscillator's mean energy is potential, so \(\rho A\omega_q^2\langle|h_{\mathbf q}|^2\rangle=E_q\). At zero tension,

\[
\langle K\rangle=\frac12\sum_{\mathbf q}q^2\langle|h_{\mathbf q}|^2\rangle
=\frac1{2DA}\sum_{\mathbf q}\frac{E_q}{q^2}.
\]

The temperature derivative of \(-\langle K\rangle\) is the \(\alpha_A\) found above. Heating enlarges the ripples, the ripples take up material area, and the projected area shrinks while the mean stretch of the material stays zero.

The thermodynamic account is the same fact. From \(dG=-S\,dT-Ae\,ds\) follows \(\alpha_A=A^{-1}(\partial S/\partial s)_T\). Tension raises the flexural frequencies and lowers the entropy \(S\), so \(\alpha_A\) is negative.

Ripples also soften the sheet as seen by the frame, since a load pulls out hidden area. For classical ripples \(\langle K\rangle=(kT/2A)\sum1/(Dq^2+s)\), and at zero tension

\[
\frac1{B_{\rm eff}}=\frac{\partial e}{\partial s}=\frac1B+\frac{kT}{2A}\sum_{\mathbf q}\frac1{(Dq^2)^2}.
\]

If \(\gamma\) is defined by the projected area, it becomes \(-B_{\rm eff}/(2Dq^2)\). The prefactor of the sum becomes \(1/(AB_{\rm eff})\), and \(\alpha_A\) is unchanged. The two moduli must not be mixed.

## Closed form and limits

For a large sheet, \(\sum_{\mathbf q}\to A\int q\,dq/2\pi\), so \(\alpha_A=-(4\pi D)^{-1}\int c_q\,dq/q\). With \(x=\hbar\omega_q/kT\propto q^2\), one has \(dq/q=dx/2x\) and \(c_q=kx^2e^x/(e^x-1)^2\). Integration by parts gives

\[
\int\frac{xe^x}{(e^x-1)^2}dx=-\frac{x}{e^x-1}+\int\frac{dx}{e^x-1}
=-\frac{x}{e^x-1}+\ln(1-e^{-x}),
\]

and therefore

\[
\alpha_A=-\frac{k}{8\pi D}\,[g(x_0)-g(x_1)],\qquad
g(x)=\frac{x}{e^x-1}-\ln(1-e^{-x}).
\]

Here \(x_0\) and \(x_1\) belong to the cutoffs \(q_0\) and \(q_D\). In a square of side \(L\) each mode occupies \((2\pi/L)^2\). Leaving out the uniform translation means \(\pi q_0^2=(2\pi/L)^2\), so \(q_0=2\sqrt\pi/L\). One flexural mode per cell of area \(a_c\) gives \(q_D=\sqrt{4\pi/a_c}\).

- For \(x_0\ll1\ll x_1\), \(\alpha_A\simeq-(k/8\pi D)[1+\ln(kT/\hbar\omega_{q_0})]\). Doubling \(L\) divides \(x_0\) by four and adds \(-(k/4\pi D)\ln2\).
- For \(x_1\ll1\), all modes are classical and \(\alpha_A\simeq-(k/4\pi D)\ln(q_D/q_0)\), independent of temperature.
- For \(x_0\gg1\), \(g(x_0)\simeq(1+x_0)e^{-x_0}\), and the expansion of a finite sheet vanishes on cooling.
- For classical modes under tension, \(\alpha_A=-(k/8\pi D)\ln[(Dq_D^2+s)/(Dq_0^2+s)]\), which stays finite as \(L\) grows.

## Worked example

The sheet is free-standing, periodic and square, with \(L=5\) nm at 300 K. Its parameters are rough values typical of graphene: \(D=1.5\) eV \(=2.403\times10^{-19}\) J, \(B=200\) N/m, \(\mu=150\) N/m, \(\rho=7.6\times10^{-7}\) kg/m² and \(a_c=0.0524\) nm².

The longest wave has \(q_1=2\pi/L=1.257\) nm⁻¹ and \(Dq_1^2=0.3795\) N/m, so

\[
\gamma(q_1)=-\frac{200}{2\times0.3795}\simeq-264 .
\]

At \(q_D=15.5\) nm⁻¹ the leading term is \(-1.7\), and the order-one remainder can no longer be neglected.

The explicit sum over 480 modes gives \(\alpha_A=-12.5\times10^{-6}\) K⁻¹, or \(-6.2\times10^{-6}\) K⁻¹ for the linear coefficient. Finite differences of the free energy and of the ripple amplitudes both agree with the sum to the printed digits. The value depends on the inputs more than these digits suggest: moving the upper cutoff to \(0.8q_D\) or \(1.2q_D\) gives \(-11.9\) or \(-12.7\times10^{-6}\) K⁻¹, and \(D=1.1\) or \(1.6\) eV gives \(-17.3\) or \(-11.7\times10^{-6}\) K⁻¹. The closed form, with \(x_0=0.00720\) and \(x_1=3.434\), gives

\[
\alpha_A=-2.286\,(5.934-0.147)\times10^{-6}\ \mathrm{K^{-1}}=-13.2\times10^{-6}\ \mathrm{K^{-1}},
\]

6% larger in magnitude than the sum, because an integral represents the few longest waves only roughly. The gap, about \(0.7\times10^{-6}\) K⁻¹, does not close as \(L\) grows: both results then gain nearly the same logarithmic amount, so only the relative size of the gap falls.

At fixed size, the sum gives \(-2.3\), \(-7.6\) and \(-10.3\times10^{-6}\) K⁻¹ at 3, 30 and 100 K. At 300 K, sides of 10, 20 and 40 nm give \(-15.7\), \(-18.8\) and \(-22.0\times10^{-6}\) K⁻¹. The last doubling adds \(-3.167\times10^{-6}\) K⁻¹, against \(-3.169\times10^{-6}\) K⁻¹ from the logarithmic law. These size-dependent values are harmonic; the next section shows why they must not be extrapolated.

The hidden area is 0.43%, including zero-point motion. Using \(Be\) as the tension would give a compression of about 0.87 N/m, more than \(Dq_1^2\), and hence the false buckling described above.

For thermal mismatch, let the frame have areal expansion \(\alpha_f\). To first order in the temperature change \(\Delta T\), the sheet must satisfy \(s/B_{\rm eff}+\alpha_A\Delta T=\alpha_f\Delta T\), so

\[
s=B_{\rm eff}(\alpha_f-\alpha_A)\Delta T .
\]

In the harmonic model \(B_{\rm eff}=118\) N/m; the ripple coupling treated in the next section raises it noticeably. A rigid frame with \(\alpha_f=0\), heated by 10 K from zero tension, produces \(118\times12.5\times10^{-6}\times10=0.015\) N/m. This is small beside \(Dq_1^2\), as the linear step requires. The relation uses averages at fixed tension. In so small a sheet the tension in a rigid frame fluctuates on the scale \(\sqrt{BkT/A}\approx0.18\) N/m, and averages at fixed area differ somewhat: the harmonic modulus becomes about 127 N/m, while the mean tension after heating is still about 0.015 N/m.

## Coupling between ripples

Non-uniform in-plane strain makes the ripples stiffen one another. Consider a strain component of wavevector \(\mathbf k\ne0\), with \(x\) along \(\mathbf k\). In-plane displacements can adjust \(u_{xx}\) and \(u_{xy}\), but not \(u_{yy}\), which comes from \(\tfrac12(\partial_yh)^2\). Minimizing the elastic energy gives \(u_{xy}=0\) and \(u_{xx}=-\lambda u_{yy}/(\lambda+2\mu)\). The remaining energy density is \(\tfrac12Yu_{yy}^2\), with \(Y=4\mu B/(B+\mu)\). In Fourier components,

\[
E_4=\frac{AY}{8}\sum_{\mathbf k\ne0}\Big|\sum_{\mathbf p}(\mathbf p\times\hat{\mathbf k})^2h_{\mathbf p}h_{\mathbf k-\mathbf p}\Big|^2 .
\]

Keep the terms quadratic in one pair \(h_{\pm\mathbf q}\) and average over the other waves. In the inner sum \(h_{\mathbf q}\) appears twice, which gives a factor 4 after squaring, and \(\mathbf q\) and \(-\mathbf q\) contribute equally. The result is \(AY|h_{\mathbf q}|^2\sum_{\mathbf k}(\mathbf q\times\hat{\mathbf k})^4\langle|h_{\mathbf k+\mathbf q}|^2\rangle\). The bending energy of the pair is \(ADq^4|h_{\mathbf q}|^2\). With classical amplitudes \(kT/(AD|\mathbf k+\mathbf q|^4)\), comparison gives

\[
\delta D=\frac{YkT}{D}\int\frac{d^2k}{(2\pi)^2}\frac{\sin^4\theta}{|\mathbf k+\mathbf q|^4}.
\]

For \(0<\theta<\pi\), the substitution \(k=q(-\cos\theta+\sin\theta\tan\varphi)\) turns the radial integral, including \(\sin^4\theta\), into \((\sin^2\theta-\theta\sin\theta\cos\theta)/2q^2\). The two half-planes together give \((\pi/2+\pi/4)/q^2=3\pi/4q^2\). Division by \(4\pi^2\) leaves \(3/(16\pi q^2)\), a value confirmed by numerical integration. Thus

\[
D\to D\left(1+\frac{q_*^2}{q^2}\right),\qquad q_*^2=\frac{3YkT}{16\pi D^2}.
\]

This lowest-order result is controlled for \(q\gg q_*\). In the example \(Y=343\) N/m and \(q_*=1.21\) nm⁻¹, a wavelength of 5.2 nm, so the result is not controlled for the longest waves. At \(q_1\) the integral gives a correction of \(0.93D\), but it includes wavevectors near zero that the 5 nm sheet does not have. A sum over the waves of that sheet gives about \(0.55D\), which is still large. Inserting the correction in the thermal part of the hidden area changes \(\alpha_A\) from \(-12.5\) to about \(-8.6\times10^{-6}\) K⁻¹ with the integral, or about \(-9.1\times10^{-6}\) K⁻¹ with the sum. Both figures are lowest-order estimates used outside their controlled range. They show that the effect is appreciable, but they overstate it, because the waves that cause the stiffening are themselves stiffened. With the coupling among classical waves up to \(5q_1\) kept to all orders, the correction at \(q_1\) is about \(0.35D\), \(\alpha_A\) is about \(-10\times10^{-6}\) K⁻¹, and \(B_{\rm eff}\) rises from 118 to about 147 N/m. In larger sheets the harmonic logarithm becomes less reliable still.

## Other corrections and the real case

In-plane sound waves with an assumed \(\gamma=2\) add about \(+1.6\times10^{-6}\) K⁻¹ to \(\alpha_A\). The order-one part of the flexural \(\gamma\) adds \(+0.5(1-p)\times10^{-6}\) K⁻¹. About 18% of the closed form comes from \(q>q_D/2\), where a real phonon branch need not follow \(q^2\). Optical branches, present when the cell holds more than one atom as in graphene, are left out. With these inputs the flexural term prevails at 300 K; this does not settle the sign for other materials or temperatures.

Free-standing graphene is generally found to contract near room temperature, with a linear coefficient of roughly several \(10^{-6}\) K⁻¹ in magnitude and considerable scatter. The example falls in that range, but its 5 nm period is far smaller than a typical suspended device, which may be micrometres wide. Such devices also break the assumption of zero tension. When \(s\gg Dq_0^2\), and the waves near \(q=\sqrt{s/D}\) are still classical, the tension replaces \(Dq_0^2\) as the lower cutoff of the logarithm. For \(s=0.38\) N/m, equal to \(Dq_1^2\) above, the lower argument is \(\pi x_0=0.0226\), and a wide sheet has \(\alpha_A\simeq-2.29\,(1-\ln0.0226-0.15)\times10^{-6}=-10.6\times10^{-6}\) K⁻¹ in the harmonic model. The closed form for the tension-free 5 nm sheet gave \(-13.2\times10^{-6}\) K⁻¹. Ripple coupling remains appreciable at this tension, because the cutoff is close to \(q_*\).

## Notes for implementation

Sum over all nonzero \(\mathbf q\), counting \(\mathbf q\) and \(-\mathbf q\) separately, and use the explicit sum for small sheets. Evaluate \(e^x-1\) and \(1-e^{-x}\) with a routine that keeps precision at small \(x\). Under tension, replace \(Dq^2\) by \(Dq^2+s\) in the sum for \(\alpha_A\) and use the tensioned frequency in \(c_q\). Before trusting a harmonic result, compare the lower cutoff, \(q_0\) or \(\sqrt{s/D}\), whichever is larger, with \(q_*\). The numerical output below lists the values to more digits than the rough parameters justify.

## Computed values

```
LATTICE TESTS (reduced units)
gamma, stiff springs: lattice -295.92, -B/(2Dq^2) -296.15
soft springs, -B/(2Dq^2) = -1.4807
  gamma on lattice for p = 0: -0.9821
  gamma on lattice for p = 1: -1.4821
  gamma on lattice for p = 3: -2.4821
gamma under tension: lattice -135.42, formula -135.60
mean frame strain: quadrature 0.025000, formula 0.025000
EXAMPLE INPUTS (rough, graphene-like)
D = 1.50 eV = 2.4033e-19 J; B = 200 N/m; mu = 150 N/m
rho = 7.60e-07 kg/m^2; cell area = 0.0524 nm^2
side L = 5.0 nm; T = 300 K; assumed in-plane gamma = 2.0
EXAMPLE RESULTS
longest wave q1 = 1.2566 1/nm; Debye qD = 15.486 1/nm
sqrt(B/D) = 28.85 1/nm
D*q1^2 = 0.3795 N/m
gamma(q1) = -263.5; gamma(qD) = -1.735
flexural modes in sum = 480; cells = 477.1
areal alpha, mode sum = -12.499 1e-6/K
areal alpha, free-energy differences = -12.499 1e-6/K
areal alpha, ripple amplitudes = -12.499 1e-6/K
linear alpha = -6.250 1e-6/K
hidden area at T, with zero-point part = 0.4328 %
q0 = 0.7090 1/nm; x0 = 0.00720; x1 = 3.434
g(x0) = 5.9341; g(x1) = 0.1473; k/(8 pi D) = 2.2858 1e-6/K
areal alpha, closed form = -13.228 1e-6/K
areal alpha at 3 K = -2.272 1e-6/K
areal alpha at 30 K = -7.565 1e-6/K
areal alpha at 100 K = -10.316 1e-6/K
areal alpha, harmonic, L = 10 nm: -15.657 1e-6/K
areal alpha, harmonic, L = 20 nm: -18.831 1e-6/K
areal alpha, harmonic, L = 40 nm: -21.998 1e-6/K
change on doubling L: sum -3.167, formula -3.169 1e-6/K
modulus felt by frame = 118.2 N/m (classical formula 118.3)
initial tension, rigid frame, 10 K heating = 0.0148 N/m
NEGLECTED EFFECTS
in-plane modes add 1.552 1e-6/K (areal)
order-one term with p = 0 adds 0.501 1e-6/K (areal)
share of closed form from q > qD/2 = 17.9 %
Y = 342.9 N/m; q* = 1.2114 1/nm; 2 pi/q* = 5.19 nm
areal alpha with stiffened ripples, estimate = -8.571 1e-6/K
```
